\section*{Edge mass and nonparabolicity from plasma-edge masses at several dopings}

\section{One plasma edge does not give the edge mass}

Suppose that a sample of a narrow-gap semiconductor with $1.02\times10^{18}$ electrons per cm$^3$ shows its reflectivity minimum at 59.8 meV, and that the mass read from this minimum, $0.0384\,m_e$, is taken as the mass at the bottom of the conduction band. In the simulated experiment used below, the band that produced the reading has an edge mass of $0.024\,m_e$. The answer is 60\% too large, although the reading itself is good to about 2\%.

The fault is that the plasma edge measures electrons at the Fermi level, where the band is no longer parabolic. Lighter doping is a poor escape. The Fermi energy sinks towards the thermal energy, and the plasma edge sinks towards the lattice vibrations. The better way is to measure several dopings and extrapolate to zero density, which requires knowing what to plot against what. The plot must follow from the dispersion and from the kind of mass that an optical experiment sees.

\section{Which mass the plasma edge contains}

Take an isotropic, spin-degenerate band, with energy $E(k)$ measured from its minimum. At zero temperature $n$ electrons per volume fill a sphere of radius $k_F=(3\pi^2n)^{1/3}$. An electric field $F$ along $z$ displaces the sphere by a small $q$, with $\hbar\dot q=-eF$. The mean velocity becomes
\begin{equation}
\langle v_z\rangle=q\left\langle\frac{\partial v_z}{\partial k_z}\right\rangle
=\frac q3\langle\nabla_k\cdot\mathbf v\rangle .
\end{equation}
The zeroth-order term vanishes by symmetry, and isotropy makes the three diagonal derivatives equal on average. The divergence theorem turns the average over the sphere into a surface value:
\begin{equation}
\langle v_z\rangle=\frac q3\,\frac{4\pi k_F^2v_F}{4\pi k_F^3/3}
=\frac{qv_F}{k_F}\equiv\frac{\hbar q}{m^*},\qquad
m^*=\frac{\hbar^2k_F}{(dE/dk)_{k_F}} .
\label{eq:opt}
\end{equation}
The current density $j=-en\langle v_z\rangle$ therefore obeys $\dot j=ne^2F/m^*$. For a field varying as $e^{-i\omega t}$ this gives $j=ine^2F/(m^*\omega)$, and the permittivity is
\begin{equation}
\varepsilon(\omega)=\varepsilon_b(\omega)+\frac{ij}{\varepsilon_0\omega F}
=\varepsilon_b(\omega)-\frac{ne^2}{\varepsilon_0m^*\omega^2}.
\label{eq:drude}
\end{equation}
Here $\varepsilon_b$ is the response of everything except the free carriers.

\section{The line}

The dispersion is
\begin{equation}
E(1+\alpha E)=\gamma,\qquad \gamma=\frac{\hbar^2k^2}{2m_0},
\label{eq:band}
\end{equation}
with edge mass $m_0$ and nonparabolicity $\alpha>0$. Differentiation with respect to $k$ gives $(1+2\alpha E)\,dE/dk=\hbar^2k/m_0$. Inserted in (\ref{eq:opt}), this yields
\begin{equation}
m^*=m_0(1+2\alpha E_F).
\label{eq:massE}
\end{equation}
The mass is linear in the Fermi energy, but $E_F$ is not measured and depends on the unknown parameters. Squaring removes it:
\begin{equation}
(1+2\alpha E_F)^2=1+4\alpha E_F(1+\alpha E_F)=1+4\alpha\gamma_F .
\end{equation}
Since $\gamma_F=\hbar^2k_F^2/(2m_0)$,
\begin{equation}
m^{*2}=m_0^2+2\alpha\hbar^2m_0(3\pi^2)^{2/3}\,n^{2/3}.
\label{eq:line}
\end{equation}
No expansion in $\alpha$ has been made. The line is exact for the band (\ref{eq:band}) at zero temperature.

The converse also holds. If $m^{*2}=m_0^2+ck_F^2$ at all densities from zero upwards, with $c>0$, then (\ref{eq:opt}) integrates to
\begin{equation}
E=\int_0^k\frac{\hbar^2k'\,dk'}{\sqrt{m_0^2+ck'^2}}
=\frac{\hbar^2}{c}\left(\sqrt{m_0^2+ck^2}-m_0\right).
\end{equation}
Put $c=2\alpha\hbar^2m_0$. Then $\sqrt{m_0^2+ck^2}=m_0(1+2\alpha E)$, and squaring gives $ck^2=4\alpha m_0^2E(1+\alpha E)$, which is (\ref{eq:band}).

The curvature mass would not do in place of $m^*$. With $u=1+2\alpha E$,
\begin{align}
\frac{d^2E}{dk^2}&=\frac{\hbar^2}{m_0u}-\frac{\hbar^2k}{m_0u^2}\,2\alpha\frac{\hbar^2k}{m_0u}
=\frac{\hbar^2}{m_0u}\left[1-\frac{4\alpha\gamma}{u^2}\right]
=\frac{\hbar^2}{m_0u^3},
\end{align}
because $4\alpha\gamma=u^2-1$. That mass is $m_0u^3$, and its square is not linear in $n^{2/3}$.

Two limits show what the data can determine. For $4\alpha\gamma_F\ll1$, $m^*\simeq m_0+\alpha\hbar^2k_F^2$: the mass approaches $m_0$, and nonparabolicity is a small correction. For $4\alpha\gamma_F\gg1$, $m^*\simeq\hbar k_F\sqrt{2\alpha m_0}$: the velocity saturates at $1/\sqrt{2\alpha m_0}$, and the data fix the product $\alpha m_0$ but not its factors. A useful series needs light doping for the intercept and heavy doping for the slope.

\section{From the reflectivity minimum to a mass}

At normal incidence $R=|(\sqrt\varepsilon-1)/(\sqrt\varepsilon+1)|^2$, which vanishes at $\varepsilon=1$ when damping is absent. Equation (\ref{eq:drude}) then gives
\begin{equation}
m^*=\frac{ne^2}{\varepsilon_0[\varepsilon_b(\omega)-1]\omega^2},\qquad
\varepsilon_b=\varepsilon_\infty+\frac{(\varepsilon_s-\varepsilon_\infty)\omega_T^2}{\omega_T^2-\omega^2},
\label{eq:inv}
\end{equation}
where $\omega$ is the frequency of the minimum above the phonon, $\omega_T$ that of the transverse optical phonon and $\varepsilon_s$ the static permittivity of the undoped crystal. The phonon term also produces a second minimum, below $\omega_T$, which is not the one used here. A constant $\varepsilon_b=\varepsilon_\infty$ is tempting, but the phonon term lowers $\varepsilon_b$ most at the lightest doping, where the intercept is decided.

The example uses $\varepsilon_\infty=12$, $\varepsilon_s=15$ and $\hbar\omega_T=27$ meV. For the first sample
\begin{equation*}
\varepsilon_b=12+\frac{3(0.0270)^2}{(0.0270)^2-(0.0598)^2}=11.23 .
\end{equation*}
With $\hbar^2/m_e=0.07620$ eV nm$^2$, $e^2/\varepsilon_0=18.095$ eV nm and $n=1.02\times10^{-3}$ nm$^{-3}$,
\begin{equation*}
\frac{m^*}{m_e}=\frac{0.07620\times18.095\times1.02\times10^{-3}}{10.23\,(0.0598)^2}=0.0384 .
\end{equation*}

\section{Weights that know about the density error}

Write $x=n^{2/3}$, $y=m^{*2}$ and $y=a+bx$. An equal-weight fit to the squared masses is the next naive step. It wastes precision, because a relative error in mass makes an absolute error in $y$ that grows with $y$, so the noise of the heavily doped samples enters the intercept too strongly. Moreover, $n$ enters both coordinates, and its error moves a point partly along the line.

Let the relative errors of density and edge frequency be independent, with standard deviations $r_n$ and $r_\omega$. From (\ref{eq:inv}),
\begin{equation}
\frac{\delta m^*}{m^*}=\frac{\delta n}{n}-s\frac{\delta\omega}{\omega},\qquad
s=2+\frac{1}{\varepsilon_b-1}\,
\frac{2(\varepsilon_s-\varepsilon_\infty)\omega_T^2\omega^2}{(\omega_T^2-\omega^2)^2}.
\end{equation}
Since $\delta y=2y\,\delta m^*/m^*$ and $\delta x=\tfrac23x\,\delta n/n$, the residual $y-a-bx$ changes by
\begin{equation}
\left(2y-\tfrac23bx\right)\frac{\delta n}{n}-2sy\frac{\delta\omega}{\omega},
\end{equation}
and to leading order its variance is
\begin{equation}
\sigma^2=\left(2y-\tfrac23bx\right)^2r_n^2+(2sy)^2r_\omega^2 .
\label{eq:var}
\end{equation}
The minus sign expresses the partial motion along the line. The scheme is then:
\begin{enumerate}
\item Convert each pair $(n,\omega)$ to $m^*$ by (\ref{eq:inv}), and start with $\sigma^2=y^2$.
\item With $g=1/\sigma^2$, form $S_j=\sum gx^j$, $T_j=\sum gx^jy$ and $D=S_0S_2-S_1^2$. Minimizing $\sum g(y-a-bx)^2$ gives
\begin{equation*}
a=\frac{S_2T_0-S_1T_1}{D},\qquad b=\frac{S_0T_1-S_1T_0}{D}.
\end{equation*}
\item Recompute (\ref{eq:var}) with $y$ replaced by $a+bx$, so that a point's own scatter does not set its weight directly. Repeat until $a$ and $b$ settle.
\item Obtain the parameters from
\begin{equation}
m_0=\sqrt a,\qquad \alpha=\frac{b}{2\hbar^2(3\pi^2)^{2/3}\sqrt a}.
\label{eq:par}
\end{equation}
\end{enumerate}
The variances of $a$ and $b$ are $V_{aa}=S_2/D$ and $V_{bb}=S_0/D$, and their covariance is $V_{ab}=-S_1/D$. Linearizing (\ref{eq:par}) gives $\delta m_0=\delta a/(2\sqrt a)$ and $\delta\alpha/\alpha=\delta b/b-\delta a/(2a)$, so that
\begin{equation}
\frac{\sigma_\alpha^2}{\alpha^2}=\frac{V_{bb}}{b^2}+\frac{V_{aa}}{4a^2}-\frac{V_{ab}}{ab}.
\end{equation}
Because $V_{ab}<0$, the last term increases the error of $\alpha$.

\section{Six samples}

The simulated band has $m_0=0.024\,m_e$ and $\alpha=2.5$ eV$^{-1}$. Ideal densities and edge energies were given Gaussian errors of 2\% and 0.5\%, then rounded. The last column is the fitted line.

\begin{center}
\begin{tabular}{cccc}
$n$ ($10^{18}$ cm$^{-3}$) & $\hbar\omega$ (meV) & $m^*/m_e$ & fit\\ \hline
1.02 & 59.8 & 0.0384 & 0.0387\\
2.07 & 76.9 & 0.0456 & 0.0449\\
4.09 & 99.5 & 0.0529 & 0.0529\\
6.86 & 120.8 & 0.0598 & 0.0607\\
11.67 & 145.9 & 0.0694 & 0.0706\\
20.03 & 172.9 & 0.0846 & 0.0829
\end{tabular}
\end{center}

With masses in $m_e$ and $n$ in nm$^{-3}$, the fit gives $a=(6.41\pm0.67)\times10^{-4}$ and $b=0.0844\pm0.0027$. Hence
\begin{align*}
m_0&=\sqrt{6.41\times10^{-4}}\,m_e=(0.0253\pm0.0013)\,m_e,\\
\alpha&=\frac{0.0844}{2\times0.0762\times9.571\times0.02532}
=(2.29\pm0.18)\ \mathrm{eV}^{-1}.
\end{align*}
The edge mass is $2.31\times10^{-32}$ kg. Both parameters lie within about 1.2 standard errors of the input. They miss in opposite directions, as the correlation of $-0.82$ between intercept and slope favours.

In 6000 repeated simulations with the same error sizes, $m_0$ scattered by $0.00135\,m_e$ and $\alpha$ by 0.213 eV$^{-1}$. The linearized formulas, evaluated for error-free readings, predict 0.00134 and 0.208. Equal weights raised the scatter of the intercept from $6.5\times10^{-5}$ to $9.1\times10^{-5}\,m_e^2$.

\section{Errors that repetition does not remove}

\subsection{Temperature}

At finite temperature the Fermi function $f$ is a superposition of filled spheres with weights $-f'(E)$. A sphere reaching energy $E$ contributes density $N/(3\pi^2)$, with $N=k^3$, and optical weight $N/(3\pi^2m)$, with $m=m_0u$. For $k_BT\ll E_F$,
\begin{equation}
\int G(-f')\,dE\simeq G(\mu)+\tau G''(\mu),\qquad \tau=\frac{\pi^2(k_BT)^2}{6}.
\end{equation}
Fixed density requires $\mu-E_F=-\tau N''/N'$. With $G=N/m$, the optical weight therefore changes by $\tau(G''-G'N''/N')$. Since $m''=0$,
\begin{align}
G'&=\frac{N'}m-\frac{Nm'}{m^2},\qquad
G''=\frac{N''}m-\frac{2N'm'}{m^2}+\frac{2Nm'^2}{m^3}.
\end{align}
Dividing the change by $N/m$ gives the relative change of $1/m^*$:
\begin{equation}
\tau\frac{m'}m\left[-\frac{2N'}N+\frac{2m'}m+\frac{N''}{N'}\right].
\end{equation}
From $N\propto\gamma^{3/2}$ and $\gamma'=u$ follow $N'/N=3u/(2\gamma)$, $N''/N'=u/(2\gamma)+2\alpha/u$ and $m'/m=2\alpha/u$. The bracket is $-5u/(2\gamma)+6\alpha/u$. Reversing the sign to pass from $1/m^*$ to $m^*$,
\begin{equation}
\frac{\delta m^*}{m^*}=\frac{\pi^2\alpha(k_BT)^2}{3}
\left[\frac5{2\gamma_F}-\frac{6\alpha}{1+4\alpha\gamma_F}\right].
\label{eq:thermal}
\end{equation}
At $10^{18}$ cm$^{-3}$ and 300 K, where $E_F=4.5\,k_BT$, this gives 5.8\%; numerical integration of the Fermi distribution gives 5.5\%. At $2\times10^{19}$ cm$^{-3}$ the integrated shift is 0.55\%. The light end of the line is lifted more, so $m_0$ comes out too large and $\alpha$ too small. By (\ref{eq:thermal}), cooling from 300 K to 77 K multiplies the shift by $(77/300)^2=0.066$ at fixed band parameters. A cold measurement returns the parameters of the cold crystal.

\subsection{A background that depends on doping}

Filled conduction states block transitions from the valence bands, so $\varepsilon_b$ falls with doping. To size this, take one $s$ and three $p$ orbitals with spin, a gap $E_g=0.36$ eV and a spin-orbit splitting $\Delta=0.39$ eV. The $s$ orbital couples to $p_j$ through $iPk_j$. At $k=0$ the $s$ state shares this coupling in the ratio $2:1$ between the upper valence states and the split-off states, and second-order perturbation theory fixes $P$:
\begin{equation}
\frac1{m_0}=\frac1{m_e}+\frac{2P^2}{3\hbar^2}\left(\frac2{E_g}+\frac1{E_g+\Delta}\right).
\end{equation}
A transition of energy $E_{cv}$ contributes a static polarizability $2e^2|z_{cv}|^2/E_{cv}$. Since $\partial H/\partial k_z=i[H,z]$, $|z_{cv}|=|M_{cv}|/E_{cv}$, where $M_{cv}$ is the matrix element of $\partial H/\partial k_z$. Removing the blocked transitions gives
\begin{equation}
\delta\varepsilon_b=-\frac{2e^2}{\varepsilon_0}\int_{k<k_F}\frac{d^3k}{(2\pi)^3}
\sum_{c,v}\frac{|M_{cv}|^2}{E_{cv}^3},
\end{equation}
with $c$ running over both spin states. Diagonalizing the $8\times8$ matrix on a radial grid gives $-0.16$ at the lightest doping and $-0.68$ at the heaviest. If (\ref{eq:inv}) keeps the undoped $\varepsilon_b$, the heavy end of the line is pulled down by about 6\% in mass. These are static values. At the frequency of the minimum the shift for the heaviest sample is $-0.75$, but the interband response of the undoped model crystal is itself 0.09 above its static value there, which a constant $\varepsilon_\infty$ ignores. The two corrections nearly cancel: with both included, the errors are $+7.2\%$ in $m_0$ and $-18.6\%$ in $\alpha$, close to the static results listed below.

\subsection{Sizes of the shifts}

Each row below changes one thing, except the combined row. The readings are otherwise ideal, and the six nominal densities are 1, 2, 4, 7, 12 and 20 in units of $10^{18}$ cm$^{-3}$. Damping replaces $\omega^2$ in the free-carrier term by $\omega(\omega+i\Gamma)$. The minimum of $R$ was then located numerically and still interpreted by (\ref{eq:inv}).

\begin{center}
\begin{tabular}{lrr}
Effect & $m_0$ (\%) & $\alpha$ (\%)\\ \hline
300 K & $+13.8$ & $-13.9$\\
$\hbar\Gamma=4$ meV & $-4.9$ & $+5.4$\\
blocked transitions & $+7.4$ & $-19.1$\\
these three together & $+15.6$ & $-26.2$\\
phonon term omitted & $-19.8$ & $+28.1$\\
$\varepsilon_\infty$ assumed 0.3 too high & $-3.2$ & $-2.1$\\
all densities 5\% too high & $+5.0$ & $+1.6$
\end{tabular}
\end{center}

The last row follows from a scaling law. If every density is multiplied by $c$, then $y$ acquires $c^2$ and $x$ acquires $c^{2/3}$. The slope acquires $c^{4/3}$, $m_0$ acquires $c$, and $\alpha\propto b/m_0$ acquires $c^{1/3}$. The points stay on a line, so linearity cannot reveal a calibration error.

Nor does near-linearity certify the dispersion. The conduction band of the $8\times8$ model, with the free-electron energy added, has $m_0=0.0240\,m_e$ and $\alpha=2.38$ eV$^{-1}$ at its edge. A weighted line through its masses misses $m^{*2}$ by at most 1.6\% at the six densities, less than the residual of about 3\% that a 2\% density error causes according to (\ref{eq:var}). Yet the fit returns $0.0261\,m_e$ and 1.88 eV$^{-1}$. The fitted $\alpha$, 21\% below the edge value, is an effective parameter for this doping range. These numbers belong to a model without remote bands; rough remote-band $k^2$ terms of the size used for InAs, at the same edge mass, change both the size and the sign of the misfit.

\section{Use on a real material}

The inputs are rough values for n-type InAs, and the upper densities are heavy doping. A constant damping of 4 meV corresponds to mobilities $e/(m^*\Gamma)$ from about 7600 down to 3500 cm$^2$/Vs across the series; real damping varies with doping, and the damping row depends on how: damping rising in equal steps from 2 to 8 meV across the series gives $+0.3\%$ in $m_0$ and $-2.8\%$ in $\alpha$, and a constant 8 meV gives $-13\%$ and $+15\%$. At room temperature such samples break the assumptions of zero temperature, negligible damping and fixed background. For the band (\ref{eq:band}) with constant 4 meV damping, these together move the result by $+16\%$ in $m_0$ and $-26\%$ in $\alpha$, about three times the random errors. With the carriers in the conduction band of the $8\times8$ model the shifts from its edge values are $+21\%$ and $-40\%$. For this series, then, one should fit the whole reflectivity spectrum to separate damping from carrier weight, correct the masses by (\ref{eq:thermal}) with the current parameters, and let $\varepsilon_b$ vary with doping before drawing the line. For the simulated series at 300 K with no other disturbance, dividing each mass by $1+\delta m^*/m^*$ from (\ref{eq:thermal}), repeated until the parameters settle, leaves errors of only $-0.5\%$ in $m_0$ and $+0.7\%$ in $\alpha$. None of these corrections removes the error that comes from a band that departs from (\ref{eq:band}).

Satellite valleys set an upper density. With a rough offset of 0.70 eV and a total density-of-states mass of $0.29\,m_e$, Boltzmann statistics put about $1.4\times10^{15}$ electrons per cm$^3$ there at 300 K in the heaviest sample, which is negligible. The zero-temperature Fermi level reaches these valleys at $4.5\times10^{19}$ cm$^{-3}$ in the band (\ref{eq:band}) and at $3.9\times10^{19}$ cm$^{-3}$ in the $8\times8$ model; beyond that, one density and one mass no longer describe the carriers. The estimates leave out many-body changes of the gap, impurity disorder, doping that varies with depth and the influence of remote bands on the conduction band and on the blocked transitions.
